# Island radius needed to close pinholes between randomly placed nuclei

## 1. What dimensions fix

In nucleation-delayed atomic layer deposition, a film starts as separate islands, and bare substrate survives between them until they have grown together. Let the nuclei have density $N$, and let every island have footprint radius $r$. If nothing else sets a length, the only dimensionless combination is $Nr^2$. I use

$$a=\pi N r^2 ,$$

the mean number of nuclei within a distance $r$ of a chosen point. The density $h$ of pinholes, being a number per area, must have the form

$$h=N f(a).$$

If $h$ is to equal a target $H$, then $a$ depends on the ratio $H/N$ alone, and

$$r=\sqrt{\frac{a(H/N)}{\pi N}} .$$

For $N=10^{12}\ \mathrm{cm^{-2}}$ and $H=1\ \mathrm{cm^{-2}}$ this ratio is $10^{-12}$. The analysis below finds $f$ at high coverage and then solves $Nf(a)=H$ for small $H/N$.

The assumptions are these. Point nuclei appear together, at independent random places on a flat substrate (a Poisson pattern). Each grows as a hemisphere. Islands overlap without moving or changing shape. A pinhole is a connected bare patch surrounded by film. Coverage is high enough that the islands form one connected film enclosing every bare patch, apart from possible isolated clusters inside patches.

A hemisphere at height $z$ has cross-sectional radius $\sqrt{r^2-z^2}\le r$, so no island overhangs a bare point. The problem is therefore one of overlapping discs in the plane. Lengths are in nanometres, since atomic units would be unnatural here.

## 2. The bare fraction is not yet a hole count

The number of nuclei in an area $A$ is Poisson distributed with mean $NA$, so the area is empty with probability $e^{-NA}$. A point is bare if no nucleus lies within $r$ of it:

$$p_0=e^{-\pi N r^2}=e^{-a}.$$

It costs little to let the radii be random, independent of each other and of position. If a fraction $q_k$ of islands has radius $r_k$, each class is an independent Poisson pattern of density $Nq_k$. Multiplying the probabilities that no class covers the point gives

$$p_0=\prod_k e^{-\pi Nq_k r_k^2}=e^{-\pi N\langle r^2\rangle}.$$

To turn bare area into a number of holes, sweep a horizontal line upward and follow the bare region below it. Let $P$ be its number of separate pieces and $C$ the number of covered clusters already encircled by bare ground. Only two events change $P-C$.

- A new piece begins at a crossing of two circles if the bare wedge there opens upward. This adds 1.
- At the bare top of a disc, the bare strands on its left and right meet. If they belonged to different pieces, $P$ drops by 1. If they were already connected below, a loop closes and $C$ rises by 1. Either way $P-C$ drops by 1.

At the bare bottom of a disc a strand divides but stays one piece. At other crossings a strand is merely deflected or ends. Per unit area, with edge effects negligible in a large region,

$$h-\kappa=n_{\rm low}-n_{\rm top}, \qquad (1)$$

where $\kappa$ is the density of isolated clusters, $n_{\rm low}$ that of lowest corners and $n_{\rm top}$ that of bare disc tops.

## 3. Counting corners and tops

Each nucleus supplies one disc top. The other nuclei are independent of it, so they leave that top bare with probability $p_0$:

$$n_{\rm top}=Np_0 .$$

For the corners, let two circles with centres $\mathbf c_1,\mathbf c_2$ cross at $\mathbf x$, with outward unit normals $\mathbf n_1,\mathbf n_2$ at angles $\theta_1,\theta_2$. Then

$$\mathbf c_1=\mathbf x-r_1\mathbf n_1,\qquad \mathbf c_2=\mathbf x-r_2\mathbf n_2 .$$

Replacing $\mathbf c_2$ by $\mathbf D=\mathbf c_2-\mathbf c_1=r_1\mathbf n_1-r_2\mathbf n_2$ leaves the volume element unchanged. At fixed angles $d^2c_1=d^2x$, while $\mathbf D$ depends on the angles alone. With $\mathbf t_i=d\mathbf n_i/d\theta_i$,

$$d\mathbf D=r_1\mathbf t_1\,d\theta_1-r_2\mathbf t_2\,d\theta_2 .$$

The area spanned by these two changes is $r_1r_2|\mathbf t_1\times\mathbf t_2|\,d\theta_1d\theta_2$, so

$$d^2c_1\,d^2c_2=r_1r_2|\sin(\theta_2-\theta_1)|\,d^2x\,d\theta_1\,d\theta_2 .$$

Ordered pairs of nuclei have density $N^2$, and a factor $\tfrac12$ removes the double counting of labels. Independence gives $\langle r_1r_2\rangle=\langle r\rangle^2$. The density of all crossings, bare or covered, is

$$\tfrac12N^2\langle r\rangle^2\int_0^{2\pi}\!d\theta_1\int_0^{2\pi}\!d\theta_2\,|\sin(\theta_2-\theta_1)|
=\tfrac12N^2\langle r\rangle^2(2\pi)(4)=4\pi N^2\langle r\rangle^2 .$$

Which of these can be lowest corners? A direction $\mathbf v$ points into the bare wedge if $\mathbf v\cdot\mathbf n_1>0$ and $\mathbf v\cdot\mathbf n_2>0$. Write the upward unit vector as $\mathbf u=\alpha\mathbf n_1+\beta\mathbf n_2$. If $\alpha,\beta>0$, every such $\mathbf v$ has $\mathbf v\cdot\mathbf u>0$, and the corner is a lowest point. If, say, $\alpha<0$, a wedge direction with $\mathbf v\cdot\mathbf n_2$ close to zero points downward, and the corner is not lowest. So $\mathbf u$ must lie between the two normals. If their angle is $\phi$, with $0<\phi<\pi$, this has probability $\phi/2\pi$, because all orientations are equally likely.

Each $\phi$ occurs for two signs of $\theta_2-\theta_1$. Including the probability $p_0$ that no third disc covers the corner,

$$n_{\rm low}=\tfrac12N^2\langle r\rangle^2p_0\,(2\pi)\,2\int_0^\pi\frac{\phi}{2\pi}\sin\phi\,d\phi .$$

Integration by parts gives $\int_0^\pi\phi\sin\phi\,d\phi=[-\phi\cos\phi]_0^\pi+\int_0^\pi\cos\phi\,d\phi=\pi$. The doubled integral, with its factor $1/2\pi$, is therefore 1, and

$$n_{\rm low}=\pi N^2\langle r\rangle^2p_0 .$$

Equation (1) becomes

$$h-\kappa=N\left(\pi N\langle r\rangle^2-1\right)e^{-\pi N\langle r^2\rangle}, \qquad (2)$$

and for equal radii

$$h=N(a-1)e^{-a}+\kappa. \qquad (3)$$

The opposite limit checks the signs. As $a\to0$ the islands are separate, each is an isolated cluster, and there are no enclosed holes. The difference $h-\kappa$ must then be $-N$, as (2) gives. The same limit shows why the right side of (2) is not a hole density at low coverage.

At high coverage $\kappa$ can be bounded. For equal radii, two nuclei closer than $2r$ belong to the same cluster. The rightmost nucleus of a finite cluster therefore has no nucleus in the half-disc of radius $2r$ to its right, whose area is $2\pi r^2$. Hence

$$0\le\kappa\le Ne^{-2\pi Nr^2}=Ne^{-2a}.$$

Relative to the main term this is at most $e^{-a}/(a-1)$. I drop $\kappa$ from here on.

Hole boundaries were also traced and counted in simulated patterns, 20 periodic samples per case with 2000 nuclei each on average. Relation (1), with $\kappa=0$, held in every sample. For equal radii at $a=4$ the count was $0.0538\pm0.0008$ holes per nucleus, against $0.0549$ from (3). At $a=6$ it was $0.0129\pm0.0005$, against $0.0124$. With radii 25% above or below the mean and $\pi N\langle r^2\rangle=5$, it was $0.0261\pm0.0008$, against $0.0250$ from (2). The uncertainties are standard errors. The last case agrees with (2), but is too coarse to distinguish $\langle r\rangle^2$ from $\langle r^2\rangle$ in the prefactor. At $a\approx31$ holes are too rare to count this way, and the result rests on the derivation.

## 4. Leading order and first correction

Set $h=H$ in (3), take logarithms, and define $L=\ln(N/H)$:

$$a=L+\ln(a-1). \qquad (4)$$

The logarithmic slope of the hole density is

$$\frac{d\ln h}{da}=\frac1{a-1}-1=-\frac{a-2}{a-1},$$

which is negative for $a>2$. The solution on this falling branch is the closure condition sought.

For large $L$, the logarithm in (4) is small compared with $L$. At leading order

$$a\simeq L,\qquad r_0=\sqrt{\frac{L}{\pi N}} .$$

To find the correction, put $a=L+\delta$:

$$\delta=\ln(L+\delta-1)=\ln L+\ln\!\left(1+\frac{\delta-1}{L}\right).$$

The first term gives $\delta\simeq\ln L$. Inserting this in the second term and using $\ln(1+x)\simeq x$ gives

$$a=L+\ln L+\frac{\ln L-1}{L}+O\!\left(\frac{\ln^2L}{L^2}\right). \qquad (5)$$

The first correction to the radius follows from $\sqrt{1+x}\simeq1+x/2$ with $x=\ln L/L$:

$$r\simeq r_0\left(1+\frac{\ln L}{2L}\right). \qquad (6)$$

For the example, $N=0.010\ \mathrm{nm^{-2}}$, so $\pi N=0.03142\ \mathrm{nm^{-2}}$, and

$$L=\ln10^{12}=27.63,\qquad \ln L=3.32 .$$

The leading radius is

$$r_0=\sqrt{\frac{27.63}{0.03142}}\ \mathrm{nm}=29.66\ \mathrm{nm}.$$

The correction is $29.66\times3.32/(2\times27.63)=1.78$ nm, so (6) gives 31.44 nm. Solving (4) numerically gives $a=31.03$ and

$$r=\sqrt{\frac{31.03}{0.03142}}\ \mathrm{nm}=31.43\ \mathrm{nm}=3.143\times10^{-6}\ \mathrm{cm}.$$

The first correction thus overshoots the true difference by only about 0.01 nm. Agreement this close is partly luck: the next term of (5) would add about 0.05 nm, and the next term in the expansion of the square root would remove about as much. The bound on $\kappa$ at this radius is $1.1\times10^{-15}\ \mathrm{cm^{-2}}$, negligible beside the target.

The correction has a geometrical meaning. The leading estimate sets $Ne^{-a}=H$, as if each hole had area $1/N=100\ \mathrm{nm^2}$. The mean hole area is in fact the bare fraction divided by the hole density,

$$\bar A=\frac{e^{-a}}{N(a-1)e^{-a}}=\frac1{N(a-1)}=3.33\ \mathrm{nm^2}.$$

The same bare area is divided among about thirty times as many holes, and the islands must grow further to remove them. A disc of this area is 2.06 nm across. The mean number of corners per hole is $4\pi N^2r^2e^{-a}/h=4a/(a-1)=4.13$.

## 5. Film thickness and the cost of a stricter target

The film is higher than $z$ at a point if some nucleus lies within $\sqrt{r^2-z^2}$ of it. Integrating this probability over height gives the mean thickness

$$\bar t=\int_0^r\left[1-e^{-\pi N(r^2-z^2)}\right]dz .$$

In the missing part put $z=r-u$, so that $r^2-z^2=2ru-u^2$. At large $a$ the integral comes from small $u$, and the upper limit may be extended to infinity. Expanding $e^{\pi Nu^2}\simeq1+\pi Nu^2$,

$$r-\bar t\simeq\int_0^\infty(1+\pi Nu^2)e^{-2\pi Nru}\,du
=\frac1{2\pi Nr}+\frac{2\pi N}{(2\pi Nr)^3}
=\frac r{2a}\left(1+\frac1{2a}\right).$$

This is about 0.51 nm, so the mean thickness at closure is 30.9 nm. Direct sampling of random hemispheres at this radius gives the same value. In this model, closure to one hole per square centimetre requires a film about as thick as the island radius.

The sensitivity to the target follows from the slope above. Since $a\propto r^2$, $da=2a\,dr/r$, and

$$\frac{dr}{d\ln H}=-\frac r{2a}\,\frac{a-1}{a-2}\simeq-0.52\ \mathrm{nm}.$$

A hundredfold change in the target therefore moves the radius by about $0.52\times4.6=2.4$ nm. Solving (4) afresh gives 28.91 nm for $100\ \mathrm{cm^{-2}}$ and 33.75 nm for $0.01\ \mathrm{cm^{-2}}$.

An expected density of one does not certify a hole-free square centimetre. The probability of at least one hole cannot exceed the expected number of holes, because every sample with a hole contributes at least one to that mean. Growing to 33.75 nm therefore keeps the probability of any hole in $1\ \mathrm{cm^2}$ at or below about 1%, within the model.

## 6. How order changes the answer

Randomness enters through rare large gaps. In a perfect triangular array of the same density, with spacing $d$, each nucleus has area $\sqrt3\,d^2/2=1/N$. Thus

$$d=\sqrt{\frac2{\sqrt3N}}=10.75\ \mathrm{nm}.$$

The farthest point from any nucleus is the centre of a triangle, at distance $d/\sqrt3=6.20$ nm. The array closes completely at that radius, with no logarithm. At equal density, the random pattern needs a radius 5.07 times larger to meet the target of one hole per square centimetre.

A weak form of order is a rule that each cell of area $s$ holds at most one nucleus, the cells being occupied independently with probability $Ns$. An area $A$ made of many cells is empty with probability $(1-Ns)^{A/s}$, which replaces $N$ in the exponent by

$$-\frac{\ln(1-Ns)}s\simeq N\left(1+\frac{Ns}2\right).$$

For $s=1\ \mathrm{nm^2}$ the exponent rises by 0.5%. Keeping the required exponent unchanged lowers the radius by about 0.25%, to 31.35 nm. This estimate ignores cells cut by the disc edge. Exclusion over distances comparable with $d$ would matter far more.

## 7. Spread, late nuclei and uneven density

Suppose the radii have a 10% standard deviation, so $\langle r^2\rangle=1.01\langle r\rangle^2$. Equation (2) then requires a mean radius of 31.27 nm, slightly less than before, because larger islands cover disproportionately more area.

Nucleation may also continue. Let new nuclei appear on bare ground at a rate $\beta N$ per unit of radial growth, with $\beta=0.01\ \mathrm{nm^{-1}}$. Imagine that they also appear on covered ground. If such a nucleus lies at distance $b$ from the centre of an island of radius $\rho>b$, then after further growth $g$ every point of its disc is within $b+g<\rho+g$ of the older centre. It never emerges. In a simulated growth, removing 266 nuclei of this kind left the covered or bare state of all 3000 probe points unchanged.

Late nuclei may thus be treated as a uniform random pattern. When the oldest islands have radius $r$, the total density $N_t$ and the moments are

$$N_t=N(1+\beta r),\quad N_t\langle r\rangle=N\left(r+\frac{\beta r^2}2\right),\quad
N_t\langle r^2\rangle=N\left(r^2+\frac{\beta r^3}3\right).$$

Inserted in (2), they give closure when the oldest islands reach 30.06 nm.

The bound on $\kappa$ in section 3 assumed equal radii, whereas here a young island can stand alone inside a hole. One of radius $\rho$ does so only if no other nucleus lies within its own island's radius plus $\rho$, which has probability at most $p_0e^{-2\pi N_t\langle r\rangle\rho}$. Integrating over $\rho$ with density $\beta N\,d\rho$, such islands number at most $\beta Np_0/(2\pi N_t\langle r\rangle)\approx0.005\,Np_0$ per area, against $h\approx36\,Np_0$. Single young islands can therefore be neglected. The bound does not cover clusters of two or more young islands inside a hole, but these need a further late nucleus within the same small gap and are rarer still.

Uneven nucleation acts the other way. Let half the surface have density $0.9N$ and half $1.1N$, in patches much wider than $r$, with the average held at $N$. Averaging (3) over the two halves gives 32.69 nm. At that radius $\pi Nr^2=33.6$, and the ratio of the exponential factors is $e^{0.2\times33.6}\approx800$. The sparse half therefore controls closure.

Very small openings may not matter. If a hole can contain a disc of radius $s$, some point in it is at least $r+s$ from every nucleus. Apart from the borderline case, the hole still contains a bare patch when all islands are enlarged by $s$. The density of such holes is therefore at most $h(r+s)$. If only holes with inscribed radius above 0.2 nm count, 31.23 nm suffices.

## 8. Reading the estimate for a real process

The parameters are meant for noble-metal deposition, such as platinum on an oxide. A density of $10^{12}\ \mathrm{cm^{-2}}$ and a growth of 0.05 nm per cycle serve here as illustrative inputs; the density depends strongly on surface preparation and process conditions. At constant radial growth, closure takes roughly 600 cycles after the nuclei appear; any earlier delay is additional. Real metal islands can move, merge and reshape, which breaks the assumption of fixed centres. If half the nuclei were lost early and the remainder stayed random, the required radius would be 43.93 nm. This 12.5 nm increase is far larger than the second decimals quoted above, which serve only to compare cases within the model. Facets and contact angles other than $90^\circ$ would also change the relation between footprint and thickness.

Within the stated model the radius is 31.4 nm. The cases worked out in sections 5 to 7, together with the early loss of half the nuclei, give roughly 29 to 44 nm, apart from the ordered array, but this is not a general range for real films. The radius scales nearly as $N^{-1/2}$: solving (4) for $10^{11}$ and $10^{13}\ \mathrm{cm^{-2}}$ gives about 95 and 10 nm. Faster continued nucleation also lowers it, to about 24 nm for $\beta=0.1\ \mathrm{nm^{-1}}$, and strong spatial order can lower it further. A real process therefore needs a measured nucleus density and nucleation rate. At a target as strict as one hole per square centimetre, particles and substrate defects, which the model omits, may set the pinhole count instead. The numerical output lists the values for the cases at $10^{12}\ \mathrm{cm^{-2}}$ treated in the earlier sections.

## Computed results

```
Simulated holes per nucleus (mean, standard error, formula):
  exponent 4, relative radius spread 0.00: 0.05375, 0.00078, 0.05495
  exponent 6, relative radius spread 0.00: 0.01293, 0.00049, 0.01239
  exponent 5, relative radius spread 0.25: 0.02608, 0.00081, 0.02497
Covered-ground nuclei removed without effect: 266
Nucleus density: 1.0e+12 cm^-2 = 0.010 nm^-2
Target pinhole density: 1.0 cm^-2
Exponent a at closure: 31.033
Closure radius: 31.43 nm = 3.143e-06 cm
Bare area fraction at closure: 3.33e-14
Radius from N exp(-a) = target: 29.66 nm
Bound on isolated clusters: 1.1e-15 cm^-2
Mean hole area: 3.33 nm^2
Diameter of disc of that area: 2.06 nm
Mean corners per hole: 4.13
Mean film thickness, formula: 30.91 nm
Mean film thickness, sampled: 30.91 nm
Growth per cycle (rough): 0.05 nm
Cycles of growth to closure: 629
Radius for 100 holes per cm^2: 28.91 nm
Radius for 0.01 holes per cm^2: 33.75 nm
Radius, density patches +/-10%: 32.69 nm
Mean radius, 10% radius spread: 31.27 nm
Oldest-island radius, new nuclei 1% of N per nm: 30.06 nm
Radius, one nucleus at most per 1.0 nm^2: 31.35 nm
Radius, ignoring holes under 0.2 nm inradius: 31.23 nm
Radius with half the nuclei: 43.93 nm
Triangular array: spacing 10.75 nm, closure radius 6.20 nm
Random-to-array radius ratio: 5.07
```
